# Surface-State Filling in Doped Slabs from Fractional Nuclear Charges

## A sheet of charge and a uniform row of donors

Take an n-type semiconductor with \(N\) ionized donors per volume. Its surface carries a single sharp electron level, at depth \(\Delta\) below the conduction edge, with room for any number of electrons. The temperature is zero and the bulk Fermi level lies at the conduction edge. Electrons leave the donors for the surface until the level has risen to the Fermi level.

Algebra is in atomic units. Let \(n\) be the surface electron density per area, \(z\) the distance into the solid, and \(v(z)\) the electrostatic energy of an electron, so that repulsion raises \(v\). In the region emptied of electrons, Poisson's equation reads

\[
v''=\frac{4\pi N}{\varepsilon}.
\]

Neutrality fixes the depletion depth \(W=n/N\). The field vanishes at \(W\), so one integration gives \(v'=-4\pi N(W-z)/\varepsilon\), and a second gives

\[
v(0)-v(W)=\frac{2\pi NW^2}{\varepsilon}=\frac{2\pi nW}{\varepsilon}=\frac{2\pi n^2}{\varepsilon N}.
\]

Filling stops when this bending equals \(\Delta\):

\[
n=\sqrt{\frac{\varepsilon N\Delta}{2\pi}},\qquad W=\sqrt{\frac{\varepsilon\Delta}{2\pi N}} .
\]

A computed slab of thickness \(d\ll W\) cannot reproduce this at the true doping, because it holds only \(Nd\) donor electrons per area. It can hold the right \(n\) if its doping is raised to \(n/d\). The same integration then gives a bending \(2\pi nd/\varepsilon\), too small by

\[
\frac{2\pi n(W-d)}{\varepsilon}.
\]

The method is therefore to compute the surface at the correct charge, add the missing bending, and choose \(n\) so that the corrected surface is in equilibrium with the bulk.

## What a fractional nuclear charge does

The setting replaces the nuclear charge \(Z\) of chosen atoms by \(Z+\delta\). If the cation density is \(c\) and every cation is changed, the slab gains \(cd\delta\) positive charges per area. The same number of electrons must be added, so

\[
\delta=\frac{n}{cd}.
\]

The cell is neutral and needs no uniform compensating background. Such a background would fill the vacuum as well as the solid, whereas donors belong in the solid.

The energy change shows what has been added. At fixed electron number, the Hellmann–Feynman theorem gives the cost of a small positive charge \(dq_i\) at site \(i\) as \(-v_i\,dq_i\): the minus sign appears because \(v\) is the energy of a negative charge. Adding the compensating electrons costs the chemical potential \(\mu\) each. For charge spread equally over the doped sites,

\[
\frac{dF}{dn}=\mu-\langle v\rangle ,
\]

where \(F\) is the free energy per area and the average runs over those sites. Shifting the zero of energy changes both terms equally. With pseudopotentials, \(-v_i\) is replaced by the derivative with respect to the charge at site \(i\): the electrons' expectation value of the derivative of the ionic potential, plus the derivative of the ion–ion energy.

The setting keeps the average donor charge but not the potential of individual donors. It gives no bound donor level and no lateral potential fluctuations. It also shifts levels locally, in proportion to \(\delta\), which is a reason to keep \(\delta\) small.

## Which dielectric constant belongs in the bending

In an anisotropic crystal the displacement is \(\mathbf D=\boldsymbol\varepsilon\mathbf E\). For laterally uniform charge the potential depends on \(z\) alone, so \(\mathbf E=E\hat{\mathbf n}\), with \(\hat{\mathbf n}\) the surface normal. Poisson's equation involves only the normal component of \(\mathbf D\):

\[
D_n=\hat{\mathbf n}\cdot\boldsymbol\varepsilon\hat{\mathbf n}\,E,
\qquad
\varepsilon=\hat{\mathbf n}\cdot\boldsymbol\varepsilon\hat{\mathbf n}.
\]

\(\mathbf D\) may have an in-plane part, but it is uniform in the plane and has no divergence.

For principal values 10, 11 and 13, and a normal midway between the first and third axes, \(\varepsilon=(10+13)/2=11.5\). The alternative \(1/(\hat{\mathbf n}\cdot\boldsymbol\varepsilon^{-1}\hat{\mathbf n})\) gives 11.30. It would apply if \(\mathbf D\), rather than \(\mathbf E\), were parallel to the normal. As a test, the normal field of a point charge in this anisotropic medium was integrated over a plane; half the flux must cross it, and the result corresponds to 11.500.

## What the slab supplies

A real surface state has a finite depth and a finite density of states. Define \(S(n,d)\) as the slab Fermi level minus the bulk conduction edge, the latter aligned to the electrostatic potential at the field-free back of the slab. The back must be passivated, and the alignment should use bulk-like layers beside it, not the terminating atoms.

Let \(\tau(z)\) be the fraction of surface electrons lying deeper than \(z\), with mean depth \(\bar z\) and mean square depth \(\langle z^2\rangle\). Gauss's law gives

\[
-v'(z)=\frac{4\pi n}{\varepsilon_s}\left[1-\tau(z)-\frac zd\right],
\]

where \(\varepsilon_s\) is the slab's own dielectric constant. A surface electron lies above depth \(z\) with probability \(1-\tau\). Its mean electrostatic energy relative to the back is therefore

\[
\frac{4\pi n}{\varepsilon_s}\int_0^d
\left[1-\tau-\frac zd\right](1-\tau)\,dz .
\]

For \(d\) much larger than the decay length, \(\int\tau\,dz=\bar z\) and \(\int z\tau\,dz=\langle z^2\rangle/2\). Expanding the product gives

\[
\frac{4\pi n}{\varepsilon_s}
\left[\frac d2-2\bar z+\int_0^d\tau^2dz+\frac{\langle z^2\rangle}{2d}\right].
\]

The first term is the bending of the sharp-sheet case. The next two form a surface dipole that does not depend on \(d\). The last is a finite-thickness error. For a fixed orbital shape, then,

\[
S(n,d)=s_0(n)+\frac{2\pi nd}{\varepsilon_s}+O(1/d),
\]

with the binding, band filling and surface dipole collected in \(s_0\).

The field energy provides a second view. Its density is \(\varepsilon_s(v')^2/8\pi\), so the leading energy per area is

\[
\frac{2\pi n^2}{\varepsilon_s}\int_0^d\left(1-\frac zd\right)^2dz
=\frac{2\pi n^2d}{3\varepsilon_s}.
\]

Its derivative with respect to \(n\) is \(4\pi nd/3\varepsilon_s\). This agrees with \(\mu-\langle v\rangle\): relative to the back, \(\mu\) contributes \(2\pi nd/\varepsilon_s\), and the average of \(v\) over the donors is one third of that.

## The edge of the true depletion region

At finite temperature the depletion edge is not sharp. Let \(w=v-v_{\rm bulk}\), let \(\mu_b\) be the bulk Fermi level measured from the conduction edge, and let \(n_b(\mu)\) be the bulk electron density. In the local-density description of the tail,

\[
w''=\frac{4\pi}{\varepsilon}\left[N-n_b(\mu_b-w)\right].
\]

Multiply by \(w'\) and integrate from the neutral bulk, where \(w=w'=0\). Since the electron pressure obeys \(dP/d\mu=n_b\),

\[
\frac{(w')^2}{2}=\frac{4\pi}{\varepsilon}
\left[Nw-P(\mu_b)+P(\mu_b-w)\right].
\]

At the surface the last pressure is negligible if the conduction band is empty there. Put \(w=\phi\), the total bending, and \(w'=-4\pi n/\varepsilon\). Dividing by \(4\pi N/\varepsilon\) gives

\[
\frac{2\pi n^2}{\varepsilon N}=\phi-\frac PN .
\]

Here \(P\) means \(P(\mu_b)\). For a dilute electron gas \(P/N=kT\). For a parabolic band at zero temperature \(P/N=2E_F/5\), with \(\mu_b=E_F\).

Equilibrium requires \(s_0+\phi=\mu_b\). Substituting \(s_0=S-2\pi nd/\varepsilon_s\) and \(\phi=2\pi nW/\varepsilon+P/N\) gives the working equation:

\[
S(n,d)+2\pi n\left(\frac W\varepsilon-\frac d{\varepsilon_s}\right)+\frac PN=\mu_b,
\qquad W=\frac nN.
\]

It is a leading-order result for large \(d\), with lateral uniformity, ionized donors and thermal equilibrium assumed.

## Two limits and the sensitivity

Suppose the surface band has a constant density of states \(D_s\), so that \(s_0=-\Delta+n/D_s\). With \(A=\Delta+\mu_b-P/N\), the working equation becomes

\[
\frac{2\pi n^2}{\varepsilon N}+\frac n{D_s}=A .
\]

The positive root is

\[
n=\frac{\varepsilon N}{4\pi}\left[-\frac1{D_s}+\sqrt{\frac1{D_s^2}+\frac{8\pi A}{\varepsilon N}}\right].
\]

If \(N\) is small at fixed \(A\), the term \(8\pi A/\varepsilon N\) dominates and \(n\simeq\sqrt{\varepsilon NA/2\pi}\): bending stops the filling. If that term is small compared with \(1/D_s^2\), expanding the square root gives \(n\simeq D_sA\): the band's own filling stops it, and \(W\) falls as \(1/N\) as long as \(A\) stays nearly constant. This second limit suits a sparse band, such as \(D_s\sim10^{12}\) cm⁻² eV⁻¹ at \(N\sim10^{18}\)–\(10^{19}\) cm⁻³. For a full two-dimensional band like the one in the example below, it would need a doping so high that \(A\) itself grows through \(3E_F/5\), and the \(1/N\) law is not reached.

In the first limit an error \(\eta\) in the surface level has a simple effect. The bending must change by \(-\eta\), and it is quadratic in \(n\), so

\[
\frac{\delta n}{n}\simeq-\frac{\eta}{2(\phi-P/N)} .
\]

## A worked case

The example is a layered quantum model with the mean electrostatic potential found self-consistently. It stands in for the first-principles code and omits exchange, correlation and atomic relaxation. Layers are 5 Å apart with hopping 0.544 eV, and the in-plane mass is 0.28 electron masses. The first layer is lowered in energy to bind a surface state 0.90 eV below the conduction edge. The temperature is 300 K, \(c=4\times10^{22}\) cm⁻³, \(N=10^{18}\) cm⁻³, and \(\varepsilon=\varepsilon_s=11.5\).

A 50 Å slab at the true doping could supply only

\[
Nd=(10^{18})(5\times10^{-7})=5\times10^{11}\ {\rm cm^{-2}}.
\]

Solving the working equation with the same thickness gives \(n=3.27\times10^{12}\) cm⁻². The required nuclear change is

\[
\delta=\frac{3.27\times10^{12}}{(4\times10^{22})(5\times10^{-7})}=1.64\times10^{-4},
\]

against \(2.5\times10^{-5}\) at the true doping. The depletion depth is

\[
W=\frac{3.27\times10^{12}}{10^{18}}\ {\rm cm}=327\ \text{Å}=32.7\ {\rm nm}.
\]

The energies, in eV, balance as

\[
-0.7716+0.7129+0.0271=-0.0316 .
\]

These are the slab level, the added bending, the pressure term and the bulk Fermi level. The added bending is almost as large as the slab level itself, so the extrapolation is an essential part of the answer.

For comparison, a slab of 200 layers was solved at the true doping, with the whole depletion region and neutral bulk inside it.

| \(N\) (cm⁻³) | \(n\), 50 Å slab (cm⁻²) | Error against thick slab |
|---|---|---|
| \(5\times10^{17}\) | \(2.299\times10^{12}\) | −0.010% |
| \(1\times10^{18}\) | \(3.271\times10^{12}\) | −0.013% |
| \(2\times10^{18}\) | \(4.654\times10^{12}\) | −0.016% |

Omitting \(P/N\) raises the errors to about +1.6%. The small errors measure the extrapolation within one model, not the accuracy of that model for a material. Quadrupling the doping raises \(n\) by a factor 2.02, close to the square-root limit.

## Choosing and checking the slab

**Thickness.** The slab must be much thicker than the surface-state decay length and thinner than \(W\). Its added electrons must occupy the surface band, with \(S\) several \(kT\) below the conduction edge. Here \(S=-0.77\) eV and \(kT=0.026\) eV. At \(n=3\times10^{12}\) cm⁻², more than 99.9% of the electrons in the 50 Å slab were in the surface band.

**Second thickness.** Repeat at another \(d\) with \(n\) fixed, changing \(\delta\) as \(1/d\). The slope of \(S\) should be \(2\pi n/\varepsilon_s\). Between 50 and 80 Å, at \(n=3\times10^{12}\) cm⁻², the model gave \(2.357\times10^{-3}\) eV/Å against the predicted \(2.360\times10^{-3}\). The deficit of 0.14% has the sign of the \(\langle z^2\rangle/2d\) term, which falls as \(d\) grows. The energy slope was 0.73% below its formula. Part of that is the discreteness of the layers: for \(M\) layers of spacing \(a\), \(d/3\) is replaced by

\[
a\sum_{k=1}^{M-1}\left(1-\frac kM\right)^2
=a\left(\frac M3-\frac12+\frac1{6M}\right).
\]

Going from 10 to 16 layers changes this by 9.97 Å instead of 10 Å, a deficit of 0.3%. For the main doping, the 80 Å slab changed the predicted filling by less than 0.01%.

**Geometry.** A one-sided slab has a dipole. In a periodic cell, the artificial field between images must be removed, or the back will not be field-free. A symmetric slab with two equal active faces avoids the net dipole. Then \(d\) is half the thickness, \(n\) is the filling per face, and the midplane is the reference. In the model, the two geometries gave the same level within \(10^{-9}\) eV.

**Fixed or relaxed ions.** With ions held fixed, the slab screens through its electrons alone, while the real depletion region also has lattice screening. Subtract the slab bending with \(\varepsilon_s\), and add the true bending with the static \(\varepsilon\). With \(\varepsilon_s=3.5\), this gave a filling 2.4% above the thick-slab value. Using 11.5 in both terms gave 13.7% below it. The 2.4% remains because \(s_0\) contains electrostatic terms that are also screened by \(\varepsilon_s\). In this model the larger one comes from placing the donors on discrete layers. For a sharp sheet on the first layer, the length \(d/2\) in the bending is replaced by

\[
a\sum_{k=1}^{M-1}\left(1-\frac kM\right)=\frac d2-\frac a2 ,
\]

a reduction of 2.5 Å. The surface dipole reduces it by only about 1 Å more. If \(\varepsilon_s\) is unknown, the slope of \(S\) with thickness supplies it.

**Sequence.** Choose \(n\), set \(\delta=n/cd\), add the matching electrons, converge the slab, align its back to the bulk, and evaluate the left side of the working equation minus \(\mu_b\). Change \(n\) until this difference vanishes.

## Beside a real oxide

The mass, dielectric values and doping lie in the rough regime of n-type gallium oxide. The 0.90 eV binding is a model choice: a real value depends on surface orientation, termination and adsorbates. Using \(\phi-P/N=0.8687-0.0271=0.842\) eV, an error of 0.1 eV in that binding moves \(n\) by about \(0.1/1.68=6\%\). This is larger than the other shifts estimated here. For a rough donor binding of 0.03 eV, only about half the donors are ionized in the bulk. This lowers \(\mu_b\) by 0.018 eV, which alone lowers \(n\) by about 1%. It also raises the edge term from 0.027 to 0.031 eV, because the donors ionize gradually across the depletion edge, and the total decrease of \(n\) is about 1.3%. A 20% lighter surface-band mass raises the surface level by 0.010 eV, which lowers \(n\) by about 0.6%. Two donors at their mean spacing \(N^{-1/3}\) interact with an energy of 0.0125 eV; this does not measure the potential fluctuations at the surface, which are not estimated here. A rough local response of 10 eV per unit nuclear charge gives a shift of 0.0016 eV at the slab's \(\delta\). At 450 K, with donors still fully ionized, the filling falls by 2.3%. Degeneracy shifts \(\mu_b\) by 0.0024 eV and is already included.

The peak field is 0.51 MV/cm, about 6% of a rough breakdown field of 8 MV/cm. For a parabolic barrier \(\phi(1-z/W)^2\), the tunnelling exponent at the bulk band edge is

\[
2\int_0^W\sqrt{2m\phi}\left(1-\frac zW\right)dz
=W\sqrt{2m\phi}\simeq83,
\]

so tunnelling at the band edge is negligible in this model. Electrons must first be raised thermally, either over the barrier or to energies near its top, where it is thin enough to tunnel through. The sharp-sheet estimate of the barrier height above the Fermi level is \(0.8687+0.0316=0.900\) eV. Dividing \(n\) by the thermal emission flux over that barrier gives 230 s. Tunnelling near the top raises the flux: averaging the semiclassical tunnelling probability of the parabolic barrier over thermal energies gives a flux about 40 times larger, and so a time of 5 to 6 s. Both times assume that every electron reaching the surface is captured. Such an electron arrives about 0.9 eV above the bottom of the surface band in its motion normal to the surface, and in a laterally uniform model without scattering it is simply reflected. Capture needs phonons or disorder, and a small capture probability lengthens the time in inverse proportion. These numbers are therefore rough scales for exchanging the whole surface charge at equilibrium; they are neither upper bounds nor predictions of the switching time. A surface swept faster than it can exchange charge need not reach the equilibrium filling, and the working equation then does not apply.

The remaining values and units are in the numerical output.

## Numbers as computed

```
Input: mass 0.28 m_e; layer spacing 5.0 angstrom
Input: surface-state binding 0.90 eV; temperature 300 K
Input: cation density 4.0e+22 cm^-3
Input: principal dielectric constants [10. 11. 13.]
Interlayer hopping: 0.5443 eV
Normal dielectric constant: 11.500; plane integral: 11.500000
Inverse-tensor alternative: 11.304
Slope-test filling: 3.00e+12 cm^-2; slabs 50 and 80 angstrom
Level slope, solved / formula: 2.356820e-03 / 2.360234e-03 eV/angstrom
Energy slope, solved / formula: 2.34304e-07 / 2.36023e-07 eV/angstrom^3
Charging derivative, solved / formula: -1.911621 / -1.911621 eV
Symmetric-slab level difference: 2.62e-10 eV
Doping cm^-3 | predicted cm^-2 | direct cm^-2 | error % | error without pressure %
5.0e+17 | 2.29912e+12 | 2.29935e+12 | -0.010 | 1.546
1.0e+18 | 3.27066e+12 | 3.27109e+12 | -0.013 | 1.560
2.0e+18 | 4.65370e+12 | 4.65446e+12 | -0.016 | 1.606
Main doping: 1.0e+18 cm^-3
Main filling from 50 / 80 angstrom slab: 3.27066e+12 / 3.27088e+12 cm^-2
True depletion depth: 327.07 angstrom = 32.707 nm
Filling if the 50 angstrom slab had true doping: 5.000e+11 cm^-2
Nuclear-charge change per cation, slab: 1.6353e-04 e
Nuclear-charge change per cation at true doping: 2.5000e-05 e
Slab level S at solution: -0.7716 eV
Added bending from slab to true depth: 0.7129 eV
Bulk Fermi level from conduction edge: -0.0316 eV
Bulk pressure per donor: 0.0271 eV; kT: 0.0259 eV
Total band bending: 0.8687 eV; barrier from Fermi level: 0.9003 eV
Clamped-ion slab dielectric constant: 3.5
Clamped slab, correct subtraction: 3.3502e+12 cm^-2; error 2.42 %
Clamped slab, static subtraction: 2.8223e+12 cm^-2; error -13.72 %
Peak field: 0.515 MV/cm; rough breakdown input: 8.0 MV/cm
Peak field / rough breakdown field: 0.064
Tunnelling exponent through depletion barrier: 82.6
Thermal filling-time estimate: 2.30e+02 s
Fermi-level degeneracy shift: 0.0024 eV
Rough donor binding input: 0.030 eV
Donor freeze-out shift of bulk Fermi level: -0.0182 eV
Estimated filling change from freeze-out: -1.05 %
Discrete-donor energy scale: 0.0125 eV
Fermi-level shift for 20 % lighter surface mass: 0.0100 eV
Rough short-range response input: 10.0 eV per unit nuclear charge
Short-range nuclear-charge shift estimate: 0.0016 eV
Filling at 450 K: 3.1963e+12 cm^-2; change -2.27 %
```
